**Resistor heat and coenergy of a nonlinear capacitor**

The program tests that a lossless capacitor with voltage $v(q)$, charged from zero to $Q_0$ by a constant source $V_0$ through a resistor, dissipates its coenergy $V_0Q_0-\int_0^{Q_0}v\,dq$. For films it uses the field $E$, the charge per area $D$, the switched polarization $P_s$ and the switching field $E_s$. It integrates the circuit in time for late-polarizing, linear and early-polarizing films and asserts that the heat agrees with the closed-form coenergy; for the late-polarizing film it also asserts that the heat is unchanged by a tenfold or time-varying resistance. Further assertions cover the mean-switching-field formula, the sharp-switching limit, the return to half loss at $2E_s$, the conversion from atomic units, and an S-shaped capacitor above and below its voltage peak. At 3 MV/cm the output shows lost fractions of 0.385, 0.500 and 0.689 for the three films. With forward and backward switching at 2.6 and 1.4 MV/cm, the program asserts the energy balance of the full cycle, and the total lost share is 0.523. The last lines size breakdown margin, leakage, switching time and heating from rough inputs.

## Numerical verification

```python
"""Heat lost when a nonlinear capacitor is charged from a constant source.

Result under test: for a lossless capacitor v(q), charged from q=0 through
a resistor by a constant voltage V0, the resistor heat is the coenergy
V0*Q0 - integral(v dq) = integral(q dv), whatever the resistance.
A late-polarizing film can therefore lose less than half of V0*Q0.

Film symbols: E field (MV/cm), D charge per area (uC/cm2),
eps linear permittivity (uC/cm2 per MV/cm), Ps switched polarization,
Es switching field, width its spread. Energy densities are in J/cm3,
because 1 uC/cm2 times 1 MV/cm is 1 J/cm3. Time is in microseconds.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def log_cosh(x):
    return np.logaddexp(x, -x) - np.log(2.0)


def polarization(E, film):
    eps, Ps, Es, width = film
    return 0.5 * Ps * (np.tanh((E - Es) / width) + np.tanh((E + Es) / width))


def charge_density(E, film):
    return film[0] * E + polarization(E, film)


def polarization_slope(E, film):
    eps, Ps, Es, width = film
    return 0.5 * Ps / width * (np.cosh((E - Es) / width) ** -2
                               + np.cosh((E + Es) / width) ** -2)


def coenergy(E0, film):
    """Closed form of the area under D(E) from 0 to E0."""
    eps, Ps, Es, width = film
    return 0.5 * eps * E0**2 + 0.5 * Ps * width * (
        log_cosh((E0 - Es) / width) + log_cosh((E0 + Es) / width)
        - 2.0 * log_cosh(Es / width))


def loss_fraction(E0, film):
    return coenergy(E0, film) / (E0 * charge_density(E0, film))


def run_circuit(source, start, film, conductance, wobble=0.0):
    """Integrate the circuit in time; return E, heat, moved charge, t99."""
    def rates(t, y):
        g = conductance / (1.0 + wobble * np.sin(2.0 * np.pi * t))
        current = g * (source - y[0])
        slope = film[0] + polarization_slope(y[0], film)
        return [current / slope, current**2 / g, current]
    t_end = 60.0 * film[0] / conductance + 20.0 * film[1] / conductance
    sol = solve_ivp(rates, (0.0, t_end), [start, 0.0, 0.0], method="LSODA",
                    rtol=1e-9, atol=1e-10)
    assert sol.success
    moved = np.abs(sol.y[2])
    t99 = np.interp(0.99 * moved[-1], moved, sol.t)
    return sol.y[0, -1], sol.y[1, -1], sol.y[2, -1], t99


# Rough parameters in the regime of antiferroelectric ZrO2 films
thickness_nm, area_um2, resistance = 10.0, 100.0, 1.0e5
eps_r, Ps, Es, width, E0 = 30.0, 18.0, 2.0, 0.25, 3.0
eps = const.epsilon_0 * eps_r * 1e10
film = (eps, Ps, Es, width)
resistivity = resistance * (area_um2 * 1e-8) / (thickness_nm * 1e-7)
conductance = 1e6 / resistivity      # A/cm2 per MV/cm

# Time-domain heat against coenergy, three kinds of film
linear = (eps, 0.0, Es, width)
early = (eps, Ps, 0.0, 1.0)
simulated = {}
for name, sample in (("late", film), ("linear", linear), ("early", early)):
    E_end, heat, moved, t99 = run_circuit(E0, 0.0, sample, conductance)
    assert abs(E_end - E0) < 1e-6
    assert abs(moved - charge_density(E0, sample)) < 1e-5 * moved
    assert abs(heat - coenergy(E0, sample)) < 1e-5 * heat
    simulated[name] = (heat, E0 * moved, heat / (E0 * moved), t99)
assert abs(simulated["linear"][2] - 0.5) < 1e-5
assert simulated["late"][2] < 0.5 < simulated["early"][2]

# The heat is the same for another resistance and for a varying one
heat_late, supplied, fraction, t99 = simulated["late"]
heat_tenfold = run_circuit(E0, 0.0, film, conductance / 10.0)[1]
heat_varying = run_circuit(E0, 0.0, film, conductance, wobble=0.8)[1]
assert abs(heat_tenfold / heat_late - 1.0) < 1e-5
assert abs(heat_varying / heat_late - 1.0) < 1e-5
stored = quad(lambda E: E * (eps + polarization_slope(E, film)),
              0.0, E0, points=[Es], epsabs=1e-10)[0]
assert abs(stored + heat_late - supplied) < 1e-4 * supplied

# Mean switching field decides on which side of one half the loss lies
P0 = polarization(E0, film)
mean_field = quad(lambda E: E * polarization_slope(E, film),
                  0.0, E0, points=[Es], epsabs=1e-10)[0] / P0
predicted = 0.5 - P0 * (mean_field - E0 / 2.0) / supplied
assert abs(predicted - fraction) < 1e-5

# A curve below its chord suffices, but is not necessary


def below_chord(E_top):
    E = np.linspace(0.0, E_top, 2001)[1:-1]
    chord = charge_density(E_top, film) * E / E_top
    return bool(np.all(charge_density(E, film) < chord))


assert below_chord(2.0) and loss_fraction(2.0, film) < 0.5
assert not below_chord(E0) and fraction < 0.5

# Best drive, return to one half, and the sharp-switching limit
best = minimize_scalar(lambda E: loss_fraction(E, film),
                       bounds=(1.5, 3.5), method="bounded")
half_drive = brentq(lambda E: loss_fraction(E, film) - 0.5, 3.0, 5.0)
assert abs(half_drive - 2.0 * Es) < 1e-3
sharp_minimum = 0.5 * eps * Es / (eps * Es + Ps)
narrow = (eps, Ps, Es, 0.001)
narrow_minimum = min(loss_fraction(E, narrow)
                     for E in np.linspace(Es - 0.02, Es + 0.02, 401))
assert abs(narrow_minimum - sharp_minimum) < 0.003

# Atomic units: the vacuum permittivity is 1/(4 pi)
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
field_au = const.physical_constants["atomic unit of electric field"][0]
to_field = 1e8 / field_au
to_charge = 1e-2 * bohr**2 / const.e
film_au = (eps_r / (4.0 * np.pi), Ps * to_charge,
           Es * to_field, width * to_field)
heat_au = coenergy(E0 * to_field, film_au)
assert abs(heat_au * hartree / bohr**3 * 1e-6 / heat_late - 1.0) < 1e-5
to_eV_A3 = 1e6 / const.e * 1e-30     # from J/cm3

# Hysteresis: separate switching fields for charging and discharging
E_forward, E_backward = 2.6, 1.4
up = (eps, Ps, E_forward, width)
down = (eps, Ps, E_backward, width)
heat_up = run_circuit(E0, 0.0, up, conductance)[1]
recovered = run_circuit(0.0, E0, down, conductance)[1]
D_up, D_down = charge_density(E0, up), charge_density(E0, down)
supplied_cycle = E0 * D_down
total_loss = supplied_cycle - recovered
assert abs(heat_up - coenergy(E0, up)) < 1e-4 * heat_up
assert abs(total_loss - coenergy(E0, down)) < 1e-4 * total_loss
grid = np.linspace(0.0, E0, 20001)
work_up = np.trapezoid(grid, charge_density(grid, up)) \
    if hasattr(np, "trapezoid") else np.trapz(grid, charge_density(grid, up))
film_loss = work_up + E0 * (D_down - D_up) - recovered
assert abs(film_loss - (total_loss - heat_up)) < 1e-4 * total_loss
backward_limit = brentq(
    lambda Eb: loss_fraction(E0, (eps, Ps, Eb, width)) - 0.5, 1.0, 2.0)
assert abs(backward_limit - E0 / 2.0) < 1e-3

# S-shaped lossless capacitor, dimensionless: v = q - 1.8 q^3 + q^5


def s_voltage(q):
    return q - 1.8 * q**3 + q**5


def s_slope(q):
    return 1.0 - 5.4 * q**2 + 5.0 * q**4


q_peak = brentq(s_slope, 0.0, 0.7)
v_peak = s_voltage(q_peak)
s_results = []
for V0 in (0.35, 0.28):
    sol = solve_ivp(lambda t, y: [V0 - s_voltage(y[0]),
                                  (V0 - s_voltage(y[0]))**2],
                    (0.0, 400.0), [0.0, 0.0], method="LSODA",
                    rtol=1e-9, atol=1e-11)
    Q_end, s_heat = sol.y[:, -1]
    path_area = quad(lambda q: q * s_slope(q), 0.0, Q_end)[0]
    assert sol.success and abs(s_voltage(Q_end) - V0) < 1e-6
    assert abs(s_heat - path_area) < 1e-6
    s_results.append((V0, Q_end, s_heat / (V0 * Q_end)))
assert s_results[0][1] > q_peak > s_results[1][1]

# Sizes of neglected effects, from rough inputs
breakdown, leakage, switch_time = 4.0, 1e-4, 0.1
heat_capacity, field_slope, temperature = 2.7, 0.003, 300.0
leak_loss = leakage * E0 * t99
leak_equal_time = heat_late / (leakage * E0) * 1e-6
loop_heating = film_loss / heat_capacity
caloric_heating = temperature * Ps * field_slope / heat_capacity
field_shift = field_slope * caloric_heating
shifted = coenergy(E0, (eps, Ps, Es + field_shift, width))

print(f"Thickness {thickness_nm:.0f} nm; area {area_um2:.0f} um2")
print(f"Resistance {resistance/1e3:.0f} kohm")
print(f"Source voltage {E0*thickness_nm*0.1:.1f} V")
print(f"Final field E0 {E0:.1f} MV/cm")
print(f"Relative permittivity {eps_r:.0f}")
print(f"Linear permittivity {eps:.3f} uC/cm2 per MV/cm")
print(f"Switched polarization Ps {Ps:.1f} uC/cm2")
print(f"Switching field Es {Es:.1f}, width {width:.2f} MV/cm")
print(f"Final charge density {supplied/E0:.2f} uC/cm2")
print(f"Final switched polarization P0 {P0:.2f} uC/cm2")
print(f"Supplied energy {supplied:.2f} J/cm3")
print(f"Stored energy {stored:.2f} J/cm3")
print(f"Resistor heat, time integration {heat_late:.4f} J/cm3")
print(f"Coenergy, closed form {coenergy(E0, film):.4f} J/cm3")
print(f"Heat at tenfold resistance {heat_tenfold:.4f} J/cm3")
print(f"Heat at varying resistance {heat_varying:.4f} J/cm3")
print(f"Stored energy converted {stored*to_eV_A3:.3e} eV/A^3")
print(f"Resistor heat converted {heat_late*to_eV_A3:.3e} eV/A^3")
print(f"Lost fraction, late-polarizing {fraction:.4f}")
print(f"Lost fraction, linear {simulated['linear'][2]:.4f}")
print(f"Lost fraction, early-polarizing {simulated['early'][2]:.4f}")
print(f"Early film: Es {early[2]:.1f}, width {early[3]:.1f} MV/cm")
print(f"Mean switching field {mean_field:.4f} MV/cm")
print(f"Lost fraction from mean field {predicted:.4f}")
for drive in (1.0, 2.0, 2.5, 3.5, 4.5):
    print(f"Lost fraction at {drive:.1f} MV/cm: "
          f"{loss_fraction(drive, film):.4f}")
print(f"Least lost fraction {best.fun:.4f} at {best.x:.3f} MV/cm")
print(f"Fraction returns to half at {half_drive:.3f} MV/cm")
print(f"Sharp-switching least fraction {sharp_minimum:.4f}")
print(f"Hysteresis: forward {E_forward:.1f}, "
      f"backward {E_backward:.1f} MV/cm")
print(f"Hysteretic supplied energy {supplied_cycle:.2f} J/cm3")
print(f"Hysteretic recovered energy {recovered:.2f} J/cm3")
print(f"Hysteretic charging resistor heat {heat_up:.2f} J/cm3")
print(f"Hysteretic film loss {film_loss:.2f} J/cm3")
print(f"Resistor share of supply {heat_up/supplied_cycle:.4f}")
print(f"Total lost share of supply {total_loss/supplied_cycle:.4f}")
print(f"Backward field for half loss {backward_limit:.3f} MV/cm")
print(f"S-shaped voltage peak {v_peak:.4f} at charge {q_peak:.4f}")
for V0, Q_end, s_fraction in s_results:
    print(f"S-shaped V0 {V0:.2f}: charge {Q_end:.4f}, "
          f"lost fraction {s_fraction:.4f}")
print(f"Time to 99% charge {t99:.2f} us")
print(f"Rough film switching time {switch_time:.1f} us; "
      f"ratio {switch_time/t99:.3f}")
print(f"Rough breakdown {breakdown:.0f} MV/cm; "
      f"E0 ratio {E0/breakdown:.2f}")
print(f"Rough leakage {leakage:.0e} A/cm2")
print(f"Leakage loss in charging time {leak_loss:.1e} J/cm3")
print(f"Hold time for leakage = coenergy {leak_equal_time:.2f} s")
print(f"Rough heat capacity {heat_capacity:.1f} J/(cm3 K)")
print(f"Adiabatic heating by one loop {loop_heating:.1f} K")
print(f"Temperature {temperature:.0f} K; rough field slope "
      f"{field_slope*1e3:.0f} kV/(cm K)")
print(f"Reversible switching heating {caloric_heating:.1f} K")
print(f"Resulting field shift {field_shift:.3f} MV/cm")
print(f"Resulting coenergy change {shifted-heat_late:.2f} J/cm3")
print("checks complete")
```

Output:

```
Thickness 10 nm; area 100 um2
Resistance 100 kohm
Source voltage 3.0 V
Final field E0 3.0 MV/cm
Relative permittivity 30
Linear permittivity 2.656 uC/cm2 per MV/cm
Switched polarization Ps 18.0 uC/cm2
Switching field Es 2.0, width 0.25 MV/cm
Final charge density 25.96 uC/cm2
Final switched polarization P0 17.99 uC/cm2
Supplied energy 77.89 J/cm3
Stored energy 47.93 J/cm3
Resistor heat, time integration 29.9539 J/cm3
Coenergy, closed form 29.9539 J/cm3
Heat at tenfold resistance 29.9539 J/cm3
Heat at varying resistance 29.9539 J/cm3
Stored energy converted 2.992e-04 eV/A^3
Resistor heat converted 1.870e-04 eV/A^3
Lost fraction, late-polarizing 0.3846
Lost fraction, linear 0.5000
Lost fraction, early-polarizing 0.6894
Early film: Es 0.0, width 1.0 MV/cm
Mean switching field 1.9996 MV/cm
Lost fraction from mean field 0.3846
Lost fraction at 1.0 MV/cm: 0.4991
Lost fraction at 2.0 MV/cm: 0.2401
Lost fraction at 2.5 MV/cm: 0.2853
Lost fraction at 3.5 MV/cm: 0.4529
Lost fraction at 4.5 MV/cm: 0.5334
Least lost fraction 0.2240 at 2.127 MV/cm
Fraction returns to half at 4.000 MV/cm
Sharp-switching least fraction 0.1139
Hysteresis: forward 2.6, backward 1.4 MV/cm
Hysteretic supplied energy 77.91 J/cm3
Hysteretic recovered energy 37.15 J/cm3
Hysteretic charging resistor heat 19.24 J/cm3
Hysteretic film loss 21.51 J/cm3
Resistor share of supply 0.2470
Total lost share of supply 0.5231
Backward field for half loss 1.500 MV/cm
S-shaped voltage peak 0.3065 at charge 0.4872
S-shaped V0 0.35: charge 1.1183, lost fraction 0.3677
S-shaped V0 0.28: charge 0.3547, lost fraction 0.4349
Time to 99% charge 2.83 us
Rough film switching time 0.1 us; ratio 0.035
Rough breakdown 4 MV/cm; E0 ratio 0.75
Rough leakage 1e-04 A/cm2
Leakage loss in charging time 8.5e-04 J/cm3
Hold time for leakage = coenergy 0.10 s
Rough heat capacity 2.7 J/(cm3 K)
Adiabatic heating by one loop 8.0 K
Temperature 300 K; rough field slope 3 kV/(cm K)
Reversible switching heating 6.0 K
Resulting field shift 0.018 MV/cm
Resulting coenergy change -0.32 J/cm3
checks complete
```
